# Finite-Length Warburg Impedance of an Oxide Film with Fixed Boundary Concentration, part 1

(Sections cited here and not found follow in the second part.)

## First half: from two carriers to one impedance

Q: You want the impedance of an oxide film in which charged defects diffuse. I doubt that the question is well posed. An impedance needs a current and a voltage, and a diffusion equation contains neither. What is the system?

A: A flat film occupies \(0<x<L\) and has area \(A\). It contains mobile ionic donors, such as oxygen vacancies, each of charge \(+ze\) with \(e>0\). Their concentration at rest is \(c\), the same everywhere. The electrons they have released have density \(n=zc\), so the film is neutral.

The two faces differ. At \(x=0\) the film touches an electrolyte that passes ions and blocks electrons. At \(x=L\) it touches an electronic contact that is also a large reservoir of the defect species, and this reservoir holds the defect concentration at \(c\) whatever current flows.

The current \(I\) is positive when positive charge enters the film at \(x=0\). The voltage \(V\) is that of the left side minus that of the right. Small oscillating parts carry a subscript 1 and the factor \(e^{+i\omega t}\), so a capacitor has a negative imaginary impedance. We seek \(Z=V_1/I_1\) for the film alone. Resistances of the electrolyte and of the reaction at its interface lie in series and are not part of \(Z\).

Q: The ions are charged, so they drift in the electric field as well as diffuse. Why should a diffusion equation describe them at all?

A: It does so only under a condition. To find it, write the fluxes with both forces in them. The electrochemical potentials are

\[
\tilde\mu_i=\mu_i+ze\phi,\qquad \tilde\mu_e=\mu_e-e\phi ,
\]

where \(\phi\) is the electric potential and \(\mu_i,\mu_e\) are the chemical parts. Near equilibrium, and with no direct coupling between the two carriers, the number fluxes are

\[
J_i=-\frac{\sigma_i}{z^2e^2}\,\frac{\partial\tilde\mu_i}{\partial x},\qquad
J_e=-\frac{\sigma_e}{e^2}\,\frac{\partial\tilde\mu_e}{\partial x}.
\]

Here \(\sigma_i\) and \(\sigma_e\) are the ionic and electronic conductivities. They can be taken at their rest values: the gradients vanish at rest, so a change of conductivity times a gradient is of second order.

Now form the combination in which the electric potential cancels,

\[
\mu=\tilde\mu_i+z\tilde\mu_e=\mu_i+z\mu_e .
\]

It is the chemical potential of a neutral unit, one ion with its \(z\) electrons. The total current density, with displacement current left out, is

\[
j=zeJ_i-eJ_e=-\frac{\sigma_i}{ze}\frac{\partial\tilde\mu_i}{\partial x}+\frac{\sigma_e}{e}\frac{\partial\tilde\mu_e}{\partial x}.
\]

Insert \(\tilde\mu_i=\mu-z\tilde\mu_e\):

\[
j=-\frac{\sigma_i}{ze}\frac{\partial\mu}{\partial x}+\frac{\sigma_i+\sigma_e}{e}\frac{\partial\tilde\mu_e}{\partial x},
\]

and solve for the electron gradient:

\[
\frac{\partial\tilde\mu_e}{\partial x}=\frac{1}{\sigma_i+\sigma_e}\left(ej+\frac{\sigma_i}{z}\frac{\partial\mu}{\partial x}\right).
\]

The ionic part of the current is then

\[
zeJ_i=-\frac{\sigma_i}{ze}\frac{\partial\mu}{\partial x}+\frac{\sigma_i}{e}\frac{\partial\tilde\mu_e}{\partial x}
=-\frac{\sigma_i}{ze}\,\frac{\sigma_e}{\sigma_i+\sigma_e}\,\frac{\partial\mu}{\partial x}+\frac{\sigma_i}{\sigma_i+\sigma_e}\,j .
\]

The bracket that produced the first term was \(1-\sigma_i/(\sigma_i+\sigma_e)\). The last term is the share of the current that ions would carry in a uniform conductor. If \(\sigma_e\gg\sigma_i\), that share is negligible and

\[
J_i=-\frac{\sigma_i}{z^2e^2}\frac{\partial\mu}{\partial x}.
\]

The ions then follow the gradient of a purely chemical quantity. The field has not been neglected; it has been eliminated.

Q: But \(\mu\) contains the electrons too. How do you get an ordinary diffusion coefficient for the ions?

A: By local neutrality. If space charge is negligible, the perturbations obey \(n_1=zc_1\), and \(\mu\) depends on \(c\) alone. For dilute ions and nondegenerate electrons,

\[
\mu=kT\ln c+z\,kT\ln(zc)+\text{const},\qquad
\frac{d\mu}{dc}=\frac{kT}{c}+\frac{z\,kT}{c}=(1+z)\frac{kT}{c}.
\]

It is convenient to write \(\mu'\equiv d\mu/dc=w\,kT/c\), which defines a number \(w\); here \(w=1+z\). If the electrons are partly degenerate, let \(g=(n/kT)\,d\mu_e/dn\). Their term becomes

\[
z\,\frac{d\mu_e}{dn}\frac{dn}{dc}=z\cdot\frac{g\,kT}{zc}\cdot z=\frac{zg\,kT}{c},
\]

so that \(w=1+zg\). The flux is now

\[
J_i=-D\,\frac{\partial c_1}{\partial x},\qquad D=\frac{\sigma_i}{z^2e^2}\,\mu' .
\]

With the usual relation between conductivity and the diffusion coefficient \(D_i\) of the ions alone,

\[
\sigma_i=\frac{z^2e^2cD_i}{kT}\quad\Longrightarrow\quad D=\frac{D_i}{kT}\,c\,\frac{w\,kT}{c}=w\,D_i .
\]

This \(D\) is the chemical diffusion coefficient.

Q: For a doubly charged vacancy you claim diffusion three times faster than \(D_i\). Where does the extra speed come from?

A: From the field that the electrons set up. Fast electrons keep \(\tilde\mu_e\) uniform, so for \(g=1\)

\[
e\frac{\partial\phi}{\partial x}=\frac{\partial\mu_e}{\partial x}=\frac{kT}{c}\frac{\partial c_1}{\partial x},
\qquad
E=-\frac{\partial\phi}{\partial x}=-\frac{kT}{ec}\frac{\partial c_1}{\partial x}.
\]

The ions drift in this field with the flux

\[
\frac{D_i}{kT}\,ze\,c\,E=-zD_i\frac{\partial c_1}{\partial x}.
\]

It has the same sign as the diffusion flux \(-D_i\,\partial c_1/\partial x\), and the sum is \(-(1+z)D_i\,\partial c_1/\partial x\). Electrons tend to spread down the gradient ahead of the ions, and the resulting field pulls the ions after them.

Q: Now the voltage. You have just said that the film contains an internal field. Is the voltage the integral of that field?

A: No. A voltmeter compares electrochemical potentials at its terminals, and the two sides of this film are probed through different carriers.

On the left, suppose an ion-reversible reference electrode in the electrolyte carries no current, and that ions cross the interface without an activation drop. The ion electrochemical potential is then continuous there, and the reading is \(\tilde\mu_i(0)/(ze)\) plus a constant. On the right the metal shares the electrons of the film. An electron has charge \(-e\), so the reading is \(-\tilde\mu_e(L)/e\) plus a constant. The oscillating part of the difference is

\[
V_1=\frac{\tilde\mu_{i,1}(0)}{ze}+\frac{\tilde\mu_{e,1}(L)}{e}
=\frac{\tilde\mu_{i,1}(0)+z\tilde\mu_{e,1}(L)}{ze}.
\]

Since \(\sigma_e\gg\sigma_i\), we may set \(\tilde\mu_{e,1}(L)=\tilde\mu_{e,1}(0)\), subject to a later check of the small drop. The numerator becomes \(\mu_1(0)\), and

\[
V_1=\frac{\mu_1(0)}{ze}=\frac{\mu'}{ze}\,c_1(0).
\]

The film acts as a concentration cell. Its voltage reports how far the composition at the electrolyte side has moved from the composition held at the reservoir.

Q: Then I accept the ingredients. What is the boundary-value problem?

A: Ions are neither created nor trapped inside the film, so \(\partial c_1/\partial t=-\partial J_i/\partial x\). With the time factor this reads

\[
i\omega\,c_1=D\,\frac{d^2c_1}{dx^2},\qquad 0<x<L .
\]

At the reservoir the concentration is fixed, so its perturbation vanishes:

\[
c_1(L)=0 .
\]

At the electrolyte all the current is ionic, because electrons are blocked:

\[
I_1=zeA\,J_i(0)=-zeAD\,\frac{dc_1}{dx}\bigg|_{x=0}.
\]

Define \(q=\sqrt{i\omega/D}\), with positive real part. The general solution is a sum of a hyperbolic sine and cosine of \(q(L-x)\). The condition at \(x=L\) removes the cosine, leaving

\[
c_1(x)=B\sinh[q(L-x)],\qquad \frac{dc_1}{dx}=-qB\cosh[q(L-x)].
\]

The minus sign from the derivative cancels the one in the flux law, so

\[
I_1=zeADq\,B\cosh(qL),\qquad
c_1(0)=B\sinh(qL)=\frac{I_1}{zeADq}\tanh(qL).
\]

Q: And the impedance?

A: Insert this surface concentration into the voltage and divide by \(I_1\):

\[
Z=\frac{\mu'}{ze}\cdot\frac{\tanh(qL)}{zeADq}
=\frac{\mu'L}{z^2e^2AD}\,\frac{\tanh(qL)}{qL}.
\]

The prefactor simplifies, because \(D=\sigma_i\mu'/(z^2e^2)\):

\[
R\equiv\frac{\mu'L}{z^2e^2AD}=\frac{L}{A\sigma_i}.
\]

With the diffusion time \(\tau=L^2/D\) and \(s=qL=\sqrt{i\omega\tau}\),

\[
\boxed{\,Z(\omega)=R\,\frac{\tanh\sqrt{i\omega\tau}}{\sqrt{i\omega\tau}}\,}
\]

This is the finite-length Warburg impedance for a fixed-concentration boundary. The other square root would give the same \(Z\), since \(\tanh(s)/s\) is even in \(s\).

Q: The thermodynamic factor has vanished from \(R\), although you needed it in both the voltage and the diffusion coefficient. That looks suspicious.

A: The two roles oppose each other. A larger \(\mu'\) gives more voltage for a given surface concentration, but it also drives the ions faster, so a given current needs a smaller concentration difference. At constant current the two effects cancel.

There is also a direct argument. In the steady state the ionic current is the same at every \(x\), because ions do not accumulate. It equals the total current at \(x=0\), hence everywhere. The electrons therefore carry no net current, \(\tilde\mu_e\) is flat, and the ion electrochemical potential falls across a resistor of conductivity \(\sigma_i\). That resistor is \(L/(A\sigma_i)\). The factor \(w\) survives in \(\tau\), which measures how quickly the composition adjusts.

Q: How can the steady current pass the right-hand contact, if it is carried by ions in the film and by electrons in the metal?

A: The reservoir converts one into the other. An ion leaving the film at \(x=L\) combines with \(z\) electrons supplied by the metal and enters the reservoir as a neutral unit. For the opposite current the process runs backwards. This exchange is what holds the concentration fixed, and it must be fast; a finite exchange rate will need its own calculation.

Q: You promised to check the drop of \(\tilde\mu_e\). Away from \(x=0\) the electrons do carry current.

A: The solution gives the ionic share of the current density:

\[
\frac{j_i(x)}{j}=\frac{\cosh[q(L-x)]}{\cosh(qL)} .
\]

For \(y\ge0\), \(|\cosh(y+iy)|^2=\tfrac12(\cosh2y+\cos2y)\). Its derivative is \(\sinh2y-\sin2y\ge0\), so the modulus grows with \(y\). The argument in the numerator is the smaller one, so the ratio has modulus at most 1.

The electronic current density \(j-j_i\) is therefore at most \(2|j|\) in magnitude. The neglected voltage is at most \(2|j|L/\sigma_e\), which is \(2R(\sigma_i/\sigma_e)|I_1|\). Relative to the voltage kept, \(|Z||I_1|\), it is at most

\[
2\,\frac{\sigma_i}{\sigma_e}\,\frac{R}{|Z|}.
\]

This is small as long as \(|Z|/R\) stays far above \(\sigma_i/\sigma_e\).

Q: I would like to see the real and imaginary parts, since those are what an instrument reports.

A: Let \(b=\sqrt{2\omega\tau}\). Since \(\sqrt i=(1+i)/\sqrt2\), we have \(s=(1+i)b/2\). The identity

\[
\tanh\frac{b+ib}{2}=\frac{\sinh b+i\sin b}{\cosh b+\cos b}
\]

and \(1/s=(1-i)/b\) give

\[
\frac ZR=\frac{(\sinh b+i\sin b)(1-i)}{b(\cosh b+\cos b)} .
\]

Multiplying out the numerator yields

\[
\frac{Z}{R}=\frac{(\sinh b+\sin b)-i(\sinh b-\sin b)}{b(\cosh b+\cos b)} .
\]

For \(b>0\), \(\sinh b>|\sin b|\). The real part is therefore positive, as a passive element requires, and the imaginary part is negative, so the film responds like a lossy capacitor at every frequency.

## Second half: the two limits, an example and the failures

Q: Before we take limits, which results and symbols are we carrying over?

A: The film has thickness \(L\), area \(A\) and ions of charge \(+ze\) at concentration \(c\). Current enters as ions at \(x=0\), and the concentration is held fixed at \(x=L\). The impedance is

\[
Z=R\,\frac{\tanh s}{s},\quad s=\sqrt{i\omega\tau},\quad R=\frac{L}{A\sigma_i},\quad \tau=\frac{L^2}{D},\quad D=wD_i .
\]

Here \(\sigma_i\) is the ionic conductivity, \(D_i\) the diffusion coefficient of the ions alone, and \(w=1+z\) for nondegenerate electrons. The voltage is \(V_1=\mu'c_1(0)/(ze)\), with \(\mu'=w\,kT/c\). We assumed local neutrality and \(\sigma_e\gg\sigma_i\). We also use \(b=\sqrt{2\omega\tau}\).

Q: Start at high frequency. What remains of the film?

A: Its near surface. Write

\[
\tanh s=1-\frac{2}{e^{2s}+1}.
\]

The real part of \(2s\) is \(b\), so for \(\omega\tau\gg1\) the correction has magnitude about \(2e^{-b}\), and

\[
Z\to\frac{R}{\sqrt{i\omega\tau}}=\frac{R}{\sqrt{2\omega\tau}}\,(1-i),
\]

because \(1/\sqrt i=(1-i)/\sqrt2\). Real and imaginary parts have equal size, and the phase is \(-45^\circ\). The thickness cancels:

\[
\frac{R}{\sqrt\tau}=\frac{L}{A\sigma_i}\cdot\frac{\sqrt D}{L}=\frac{\sqrt D}{A\sigma_i}.
\]

In one cycle the disturbance penetrates a distance of order \(\sqrt{D/\omega}\), which is much less than \(L\). The far boundary is not felt.

We have derived the film's impedance for a fixed-concentration boundary and found its high-frequency limit, a phase of \(-45^\circ\) that does not depend on the thickness. The low-frequency limit, a numerical example and the ways the assumptions can fail remain.
